The Pauli potential of the beryllium atom in Kohn–Sham theory

**Problem**

The beryllium atom, 1s²2s², is described in spin-unpolarized Kohn–Sham theory with a spherical local potential v_s(r) = −Z/r + (a part that is regular at r = 0), with Z = 4, a point nucleus and no relativity. The algebra uses atomic units (ħ = m = e = 1); numbers are in eV and Å. The two orbitals, each doubly occupied, are φ_i = u_i(r)/(r√(4π)), real, with ∫u_i² dr = 1 and u_i > 0 near r = 0. They obey

−u_i″/2 + v_s u_i = ε_i u_i,  i = 1 (1s), 2 (2s).    (1)

A prime is d/dr. Define

ρ = u₁² + u₂²,  D = 4πr²n = 2ρ,  Δ = ε₂ − ε₁ > 0,  κ_i = √(−2ε_i).

The noninteracting kinetic energy is T_s = ∫τ d³r with τ = ½Σ f_i|∇φ_i|² and occupations f_i = 2. The von Weizsäcker energy is T_W = ∫τ_W d³r with τ_W = ½|∇√n|². The Pauli energy is T_P = T_s − T_W, and the Pauli potential is v_P = δT_P/δn, with its additive constant fixed by variations that remove charge from the atom.

(a) Express v_P through u₁, u₂ and Δ.
(b) Find its value and its shape at the nucleus.
(c) Locate its maximum between the shells.
(d) Find its decay at large r.

Evaluate the results in the local density approximation (Slater exchange, VWN5 correlation). The orbitals used below come from a self-consistent solution of (1) by Numerov's method on a logarithmic grid of 7001 points from 5.3×10⁻⁷ to 18.5 Å, integrated outward from the nucleus and inward from the far end and matched in between; the inward integration keeps the relative accuracy of the very small 1s tail. Derivatives are fourth-order finite differences, and roots are found on cubic splines. This solution has

ε₁ = −104.9383 eV,  ε₂ = −5.5986 eV,  Δ = 99.3397 eV,
n_1s(0) = 225.728 Å⁻³,  n_2s(0) = 9.501 Å⁻³,

where n_1s = 2φ₁² and n_2s = 2φ₂². Formulas return to eV and Å through ħ²/m = 1 hartree·bohr² = 27.211386 eV × (0.529177 Å)² = 7.61996 eV Å².

**A tempting solution**

The pair (u₁, u₂) can be written in polar form,

u₁ = √ρ cosθ,  u₂ = √ρ sinθ,    (2)

with 0 < θ(0) < π/2 by the sign convention. With A = √ρ/r the orbitals are √(4π)φ₁ = A cosθ and √(4π)φ₂ = A sinθ. Their derivatives are A′cosθ − Aθ′sinθ and A′sinθ + Aθ′cosθ, and in the sum of squares the cross terms cancel:

4πτ = ½·2·(A′² + A²θ′²),  4πn = 2A²,  4πτ_W = ½(√2 A′)² = A′².

Therefore, with τ_P = τ − τ_W,

t ≡ τ_P/n = A²θ′²/(2A²) = θ′²/2,    (3)

T_P = ∫n t d³r = ∫D t dr = ∫ρθ′² dr.    (4)

Equation (4) has the form ∫n × (energy per electron), the same form as the external energy ∫n v d³r, whose derivative is v. The tempting conclusion is v_P = t = θ′²/2. It is non-negative, it vanishes for a single orbital (θ constant), and it peaks between the shells, where θ turns from the 1s direction to the 2s direction. At the nucleus both orbitals have the same logarithmic derivative −Z, so θ′(0) = 0 and this potential is zero there. On the LDA orbitals it peaks at 0.5094 Å with height 63.66 eV, and it dies exponentially in the tail.

**The fault**

Equations (2) to (4) are correct. The last step is not. In ∫n v d³r the factor v does not depend on n; in (4) the factor t does. The variation is

δT_P = ∫t δn d³r + ∫n δt d³r,    (5)

and the second term was dropped.

One particular variation shows that the dropped term is not zero. Keep v_s and the orbitals fixed and lower the 2s occupation from 2 to f. The result is a ground-state ensemble of the same potential, with δn = φ₂² δf, so a true derivative must satisfy dT_P/df = ∫v_P u₂² dr. The left side follows from the definitions. Put a = √2 u₁/r and b = √f u₂/r, so that 4πn = a² + b², 4πτ = ½(a′² + b′²) and 4πτ_W = ½(aa′ + bb′)²/(a² + b²). The identity (a² + b²)(a′² + b′²) − (aa′ + bb′)² = (ab′ − ba′)² gives 4πτ_P = ½(ab′ − ba′)²/(a² + b²). In ab′ − ba′ the terms from differentiating 1/r cancel, leaving √(2f) W/r² with the Wronskian

W = u₁u₂′ − u₂u₁′ = ρθ′,    (6)

where the second form follows from (2) because the (√ρ)′ terms cancel and cos²θ + sin²θ = 1. Multiplying 4πτ_P by r² and integrating,

T_P(f) = ∫ f W²/(2u₁² + f u₂²) dr,

dT_P/df = ∫ 2u₁²W²/(2u₁² + f u₂²)² dr, which at f = 2 is ∫(θ′²/2) u₁² dr.    (7)

The exact derivative weights t with u₁². The tempting potential predicts ∫(θ′²/2)u₂² dr, with weight u₂². By (4) the two integrals add up to T_P/2. Quadrature of τ and τ_W gives T_s = 389.38 eV, T_W = 363.68 eV and T_P = 25.70 eV, and a finite difference of T_s − T_W in f, taken from below f = 2, gives dT_P/df = 9.132 eV. The tempting potential therefore predicts

25.700/2 − 9.132 = 3.718 eV,

which is 41% of the true derivative. The difference cannot vanish for any potential of the stated kind; equation (13) below gives it as a positive integral.

The uniform gas shows the same fault. There τ_W = 0 and τ = (3/10)(3π²)^{2/3} n^{5/3}, so t = (3/5)E_F with E_F = ½(3π²n)^{2/3}, whereas dτ/dn = (5/3)t = E_F.

**(a) The Pauli potential**

The derivative is taken from the two functionals separately. Multiplying the Kohn–Sham equation by φ_i and integrating gives T_s = Σf_iε_i − ∫n v_s d³r. Let v_s change by δv and the 2s occupation by δf ≤ 0, which generates the neighbouring ground-state densities of equal or smaller electron number. First-order perturbation theory gives δε_i = ∫φ_i² δv d³r, so Σf_iδε_i = ∫n δv d³r, and

δT_s = ∫n δv d³r + ε₂δf − ∫v_s δn d³r − ∫n δv d³r = ∫(ε₂ − v_s) δn d³r,

where δf = ∫δn d³r was used. Thus δT_s/δn = ε₂ − v_s. Number-conserving variations leave the constant free, and removal fixes it to ε₂. Added charge would enter the lowest empty level, and the derivative on that side is larger everywhere by the Kohn–Sham gap.

For T_W, with δ√n = δn/(2√n) and an integration by parts whose surface term vanishes for a bound density,

δT_W = ∫∇√n·∇(δ√n) d³r = −∫(∇²√n) δn/(2√n) d³r.

Since √n is proportional to √ρ/r and ∇²(g/r) = g″/r for a radial function g,

v_W = δT_W/δn = −(√ρ)″/(2√ρ),

v_P = ε₂ − v_s + (√ρ)″/(2√ρ).    (8)

Multiplied by √ρ this reads −(√ρ)″/2 + (v_s + v_P)√ρ = ε₂√ρ. The Pauli potential is what must be added to v_s so that the nodeless function √n is an orbital with eigenvalue ε₂.

To eliminate v_s, multiply (1) by u_i and sum over i:

v_s ρ = ε₁u₁² + ε₂u₂² + ½(u₁u₁″ + u₂u₂″).    (9)

Write g = √ρ and differentiate (2) twice:

u₁″ = (g″ − gθ′²)cosθ − (2g′θ′ + gθ″)sinθ,
u₂″ = (g″ − gθ′²)sinθ + (2g′θ′ + gθ″)cosθ.

Multiplying by g cosθ and g sinθ and adding removes the second brackets, so u₁u₁″ + u₂u₂″ = gg″ − g²θ′². Dividing (9) by ρ = g²,

v_s = ε₁cos²θ + ε₂sin²θ + g″/(2g) − θ′²/2.

In (8) the terms g″/(2g) cancel, and ε₂ − ε₂sin²θ − ε₁cos²θ = Δcos²θ. The result is

v_P = θ′²/2 + Δcos²θ = W²/(2ρ²) + Δ u₁²/ρ.    (10)

The first term is t, the kinetic part. The second, the response part, is the term lost from (5); it equals Δ·n_1s/n. Both are non-negative, so v_P ≥ 0. The size of the response part can be read from (8): where the density is purely 1s, √ρ = u₁ and (1) gives u₁″/(2u₁) = v_s − ε₁, so v_P = Δ. The core region has to be lifted by the level spacing for a function of 1s shape to carry the eigenvalue ε₂. In the uniform gas the corresponding average of E_F − ε over the occupied levels is (2/5)E_F, the amount missing above.

The angle obeys an equation of its own. From (1), u_i″ = 2(v_s − ε_i)u_i, so

W′ = u₁u₂″ − u₂u₁″ = 2(ε₁ − ε₂)u₁u₂ = −2Δu₁u₂.

With W(0) = 0, because u_i(0) = 0, and u₁u₂ = ½ρ sin2θ,

W(r) = −2Δ∫₀^r u₁u₂ dr′,    (11)

(ρθ′)′ = −Δρ sin2θ.    (12)

By the oscillation theorem u₁ has no node and u₂ has one. Inside the node u₁u₂ > 0 and W falls from zero; outside it u₁u₂ < 0 and W rises, reaching zero only at infinity, by orthogonality. Hence W < 0 and θ′ < 0 for all r > 0. The angle decreases monotonically from θ(0), passes zero at the 2s node, and tends to −π/2, since u₂ < 0 beyond the node and u₁ decays faster than u₂.

Equation (12) reconciles (10) with (7). Multiply it by sin2θ and integrate. By parts, with W vanishing at both ends, the left side is −2∫ρθ′²cos2θ dr, and the right side is −Δ∫ρ sin²2θ dr. Dividing by −4 and using ρcos2θ = u₁² − u₂² and ¼ρ sin²2θ = u₂²cos²θ,

∫(θ′²/2)u₁² dr − ∫(θ′²/2)u₂² dr = Δ∫u₂²cos²θ dr > 0.    (13)

This says ∫v_P u₂² dr = ∫(θ′²/2)u₁² dr = dT_P/df for the potential (10), and it shows that the tempting potential falls short by the 2s average of the response part, here 9.132 − 3.718 = 5.414 eV.

The integral ∫n v_P d³r is not T_P: by (10), (4) and ∫u₁² dr = 1 it equals T_P + 2Δ. A relation that needs only v_P and the density follows from scaling. Under n_λ(r) = λ³n(λr) the orbitals scale as λ^{3/2}φ(λr), so T_s, T_W and T_P scale as λ². Differentiating at λ = 1, where dn_λ/dλ = 3n + rn′, and using rD′ = 2D + 4πr³n′, so that 4πr²(3n + rn′) = D + rD′,

2T_P = ∫v_P (D + rD′) dr.

**(b) The nucleus**

Insert u_i = a_i r(1 + c r + …) into (1). The terms of order r⁰ are −a_i c − Z a_i = 0, so c = −Z for both orbitals; ε_i and the regular part of v_s first enter at relative order r². Let s₀ = sinθ(0) and c₀ = cosθ(0), so a₁a₂/(a₁² + a₂²) = s₀c₀ and c₀² = n_1s(0)/n(0). Then

u₁u₂ = a₁a₂r²(1 − 2Zr + …),  ∫₀^r u₁u₂ dr′ = a₁a₂(r³/3)(1 − (3/2)Zr + …),  ρ = (a₁² + a₂²)r²(1 − 2Zr + …).

From (11) and (6), with (1 − (3/2)Zr)(1 + 2Zr) = 1 + Zr/2 + …,

θ′ = −(2Δ/3)s₀c₀ r (1 + Zr/2 + …),
θ − θ(0) = −(Δ/3)s₀c₀ r² (1 + Zr/3 + …).

The kinetic part is θ′²/2 = (2/9)Δ²s₀²c₀² r²(1 + Zr + …). For the response part, d(cos²θ)/dθ = −2 sinθ cosθ, so Δcos²θ = Δc₀² + (2/3)Δ²s₀²c₀² r²(1 + Zr/3 + …); the term quadratic in θ − θ(0) is of order r⁴. The r² coefficients add to 2/9 + 6/9 = 8/9, and the r³ coefficients to (2/9 + 2/9)Z = (8/9)(Z/2):

v_P = Δc₀² + (8/9)Δ²s₀²c₀² r²(1 + Zr/2) + O(r⁴).    (14)

The value at the nucleus is finite and comes wholly from the response part. In (8) the −Z/r of v_s is cancelled by (√ρ)″/(2√ρ) ≈ −Z/r, which expresses the cusp of the density. There is no term linear in r, so v_P has no cusp, and the nucleus is a local minimum. For a nucleus of finite size c = 0, so the value and the r² coefficient keep their form and the r³ term disappears inside the nucleus.

For beryllium,

c₀² = 225.728/(225.728 + 9.501) = 0.959610,  s₀² = 0.040390,

v_P(0) = 99.3397 eV × 0.959610 = 95.33 eV (3.503 hartree).

The r² coefficient carries a factor m/ħ²:

(8/9) × 99.3397² × 0.959610 × 0.040390 / 7.61996 = (8/9) × 9868.4 × 0.038759 / 7.61996 = 44.62 eV/Å².

The expansion parameter is Zr/a₀, which at 0.1 Å is already 4 × 0.1/0.529177 = 0.756. There the r² term gives a rise of 0.45 eV, the r³ term brings it to 0.446 × 1.378 = 0.61 eV, and (10) evaluated on the grid gives 95.99 − 95.33 = 0.66 eV.

A closed case, in which 2s is degenerate with 2p and 1s²2s² is only one of several ground states, is the bare Coulomb potential with Z = 1, where u₁ = 2r e^{−r}, u₂ = r(1 − r/2)e^{−r/2}/√2 and Δ = 1/2 − 1/8 = 3/8. Then a₁²/a₂² = 4/(1/2) = 8, c₀² = 8/9 and s₀² = 1/9. In atomic units v_P(0) = (3/8)(8/9) = 1/3 and the r² coefficient is (8/9)(9/64)(8/81) = 1/81, that is 9.0705 eV and 1.1997 eV/Å².

**(c) The maximum**

Differentiate (10): v_P′ = θ′θ″ − Δθ′ sin2θ. Expanding (12) and dividing by ρ gives θ″ = −Δ sin2θ − θ′ρ′/ρ. Substituting,

v_P′ = −θ′B,  B = 2Δ sin2θ + θ′ρ′/ρ.    (15)

Because −θ′ > 0, v_P′ has the sign of B. The sign of sin2θ is positive inside the 2s node and negative outside it, and θ′ρ′/ρ has the sign opposite to D′. The LDA radial density has a core peak at 0.1406 Å, a minimum at 0.5861 Å and a valence peak at 1.0747 Å, and the 2s node lies at 0.3169 Å, on the falling side of the core peak. With this ordering the signs are as follows.

Between the core peak and the node both terms of B are positive, and v_P rises. At the node sin2θ = 0 while D′ < 0, so B > 0. At the minimum of D, ρ′ = 0 and sin2θ < 0, so B < 0. From there to the valence peak both terms are negative, and v_P falls. A maximum therefore lies strictly between the node and the minimum of D. At the node cos²θ = 1 and v_P = Δ + θ′²/2 > Δ, and v_P is still rising, so the maximum exceeds Δ, which in turn exceeds v_P(0).

The argument leaves three intervals in which the two terms compete: inside the core peak, between the node and the minimum, and beyond the valence peak. Near r = 0, B → 4Δs₀c₀ − (2Δ/3)s₀c₀ r·(2/r) = (8/3)Δs₀c₀ > 0, and part (d) shows that B < 0 far out. That B changes sign only once is not proved here; it is what the LDA orbitals show on the grid. If in some potential the node lay inside the core peak or beyond the minimum of D, the bracketing would have to be redone.

The root of B is at

r_max = 0.4613 Å (0.8718 bohr),

where cos²θ = 0.83787, sin2θ = −0.73713, θ′ = −3.8454 Å⁻¹ and ρ′/ρ = −4.9981 Å⁻¹. The two terms of B are

2Δ sin2θ/(ħ²/m) = 2 × 99.3397 × (−0.73713)/7.61996 = −19.22 Å⁻²,
θ′ρ′/ρ = (−3.8454) × (−4.9981) = +19.22 Å⁻².

The height is

kinetic part: ½ × 7.61996 × 3.8454² = 56.34 eV,
response part: 99.3397 × 0.83787 = 83.23 eV,
v_P(r_max) = 139.57 eV (5.129 hartree),

which is 44.2 eV above v_P(0) and 40.2 eV above Δ. At the node v_P = 99.34 + 12.98 = 112.32 eV.

The phrase "between the shells" has to be read loosely. The maximum is not at the minimum of D: it lies 0.125 Å inside it and encloses 1.927 electrons, against 2.060 for the minimum of D, where v_P has dropped to 85.4 eV, below its value at the nucleus. Nor is it at the peak of the kinetic part. At r_max, v_P′ = 0 means θ′θ″ = Δθ′ sin2θ, and beyond the node the right side is a product of two negative factors and Δ, so the kinetic part is still rising. Its peak, the 0.5094 Å of the tempting solution, must lie farther out. The 1s and 2s densities become equal at 0.5538 Å, where the response part has fallen to Δ/2.

The profile from (10), in eV, is

r (Å)  kinetic  response  v_P
0.1   0.240   95.75   95.99
0.2   2.09    97.29   99.38
0.3   10.25   99.25   109.5
0.4   35.26   95.36   130.6
0.5   63.36   70.54   133.9
0.6   42.71   33.30   76.01
0.8   4.668   3.943   8.611
1.0   0.4763   0.4814   0.9577
1.5   3.27×10⁻³  4.16×10⁻³  7.44×10⁻³
2.0   3.62×10⁻⁵  5.07×10⁻⁵  8.69×10⁻⁵
3.0   7.28×10⁻⁹  1.11×10⁻⁸  1.83×10⁻⁸

The response part is a plateau over the core with a step down at the shell boundary, and the kinetic part is a bump on the edge of the step. At the valence peak of D only 0.44 eV is left, so from about 1 Å outward √n is nearly an orbital of v_s alone. On the inner flank of the valence shell this does not hold: v_P stays above |ε₂| = 5.60 eV out to 0.84 Å.

**(d) The tail**

Beyond the node put δ = θ + π/2, so that cosθ = sinδ, tanδ = u₁/|u₂| and θ′ = δ′. Define the local decay constants L_i = −u_i′/u_i. Differentiating tanδ gives δ′/cos²δ = −(L₁ − L₂)tanδ, so δ′ = −(L₁ − L₂) sinδ cosδ, and (10) becomes, exactly,

v_P = sin²δ [ ½(L₁ − L₂)²cos²δ + Δ ].    (16)

Let v_s → −Q/r. For u ∝ r^α e^{−κr}, u″/u = κ² − 2ακ/r + O(r⁻²), while (1) demands u″/u = κ² − 2Q/r, so α_i = Q/κ_i and L_i → κ_i. Since κ₁ > κ₂, δ → 0 and sin²δ → (u₁/u₂)². With Δ = (κ₁² − κ₂²)/2 the bracket tends to

½(κ₁ − κ₂)[(κ₁ − κ₂) + (κ₁ + κ₂)] = κ₁(κ₁ − κ₂).

Hence

v_P → κ₁(κ₁ − κ₂)(u₁/u₂)² ∝ r^{2Q(1/κ₁ − 1/κ₂)} e^{−2(κ₁ − κ₂)r},    (17)

kinetic part / response part → (κ₁ − κ₂)/(κ₁ + κ₂).

The potential tends to zero, as the choice of constant on the removal side implies. Both parts decay at the same rate, so the tempting solution has the right exponent and a prefactor too small by the factor (κ₁ − κ₂)/(2κ₁). The bracket of (15) follows from sin2θ ≈ −2δ, θ′ ≈ −(κ₁ − κ₂)δ and ρ′/ρ ≈ −2κ₂:

B ≈ [−2(κ₁² − κ₂²) + 2κ₂(κ₁ − κ₂)]δ = −2κ₁(κ₁ − κ₂)δ < 0,

so the decay is monotonic at large r.

In the Coulomb case Z = Q = 1, κ₁ = 1 and κ₂ = 1/2. Far out |u₂| → r²e^{−r/2}/(2√2), so (u₁/u₂)² → 32e^{−r}/r² and v_P → 16e^{−r}/r² in atomic units. The power −2 equals 2(1/1 − 1/(1/2)), as (17) requires.

In the LDA of the neutral atom the nuclear and Hartree potentials cancel up to exponentially small terms, and the exchange-correlation potential vanishes as a positive power of n, so Q = 0 and the decay is purely exponential. The numbers are

κ₁ = √(2 × 104.9383/7.61996) = 5.2481 Å⁻¹,  κ₂ = √(2 × 5.5986/7.61996) = 1.2122 Å⁻¹,

2(κ₁ − κ₂) = 8.072 Å⁻¹ (4.271 bohr⁻¹), a decay length of 0.1239 Å,

prefactor: 7.61996 × 5.2481 × 4.0359 = 161.4 eV, made of ½ × 7.61996 × 4.0359² = 62.06 eV (kinetic) and 99.34 eV (response),

ratio: 4.0359/6.4603 = 0.6247.

The limit is approached slowly. The local rate −d ln v_P/dr, by finite differences, is 8.688 Å⁻¹ at 2 Å, 7.6% above the limiting rate, and 8.072 Å⁻¹ at 10 Å. The sign of the excess can be derived to first order in v_s. From u″/u = L² − L′ and (1), L′ = L² − κ² − 2v_s. With L = κ + λ and λ² neglected, λ′ = 2κλ − 2v_s, whose solution vanishing at infinity is

λ_i(r) = 2∫_r^∞ v_s(r′) e^{−2κ_i(r′ − r)} dr′.

For v_s < 0 both λ_i are negative, and the smaller κ₂ gives the larger magnitude, so L₁ − L₂ > κ₁ − κ₂. The factor δ² then decays at the rate 2(L₁ − L₂), faster than its limit. If |v_s| decreases with r, the excess in L₁ − L₂ decreases too, so the bracket in (16) falls and adds to the rate. The table separates the two effects at 2 Å. For small δ the ratio of the parts is (L₁ − L₂)²/(2Δ), and it equals 3.6214/5.0686 = 0.7145 there (the entries to five figures), so

L₁ − L₂ = √(0.7145 × 2 × 99.3397/7.61996) = 4.316 Å⁻¹.

The factor δ² thus supplies 8.632 Å⁻¹ and the falling bracket the remaining 0.056 Å⁻¹.

**Range of the results**

Equations (10) to (16) follow from (1) and (8), and hold whenever the ground state consists of doubly occupied 1s and 2s orbitals in a local spherical potential of the stated kind; (17) needs in addition v_s → −Q/r at large r. The numbers belong to the LDA, and the digits quoted describe that model and not the atom. The exact Kohn–Sham potential has Q = 1, the charge left behind by a distant electron, and its ε₂ is minus the ionization energy, roughly −9 eV against −5.6 eV here; neither property is derived or used above. With Q = 1 a power of r multiplies the exponential in (17). Its exponent, 2(1/κ₁ − 1/κ₂) with κ_i in inverse bohr, would be −2.40 for the LDA eigenvalues. A deeper ε₂ makes it smaller in magnitude: the exchange-only KLI potential, which has Q = 1, ε₁ = −113.4 eV and ε₂ = −8.40 eV, gives −1.85.

Hartree–Fock orbitals do not share a local potential, so (9) and with it (10) do not apply to them unchanged. The exponential tail is tied to the highest level being an s level. If the outermost shell is a filled shell of angular momentum l, then √ρ becomes proportional to its radial function u_H, whose equation carries the centrifugal term and gives u_H″/(2u_H) = v_s + l(l+1)/(2r²) − ε_H. Equation (8), with ε_H in place of ε₂, then yields v_P → l(l+1)/(2r²), a power law.

Numerical values quoted here were computed with a short program.
